# Contact hyperfine parameter of the lithium-7 2p doublet

## Problem

The magnetic hyperfine constants of the two levels of the $1s^22p$ configuration of $^7$Li are about $46$ MHz and $-3.1$ MHz. As input for the calculation, take

$$
A(1/2)=45.9\ \text{MHz},\qquad A(3/2)=-3.06\ \text{MHz},
$$

where the argument is the electronic angular momentum $J$. The constants are defined by $H=A(J)\,\mathbf I\cdot\mathbf J$ within each level, with dimensionless angular momenta and energies divided by Planck's constant. The two constants have opposite signs. Taking the orbital and dipolar radial integrals equal, find the contact parameter that produces the reversal, and decide how far the result depends on that assumption.

**The interaction.** The three parameters come from one source, the magnetic field of the nucleus. A nuclear moment $\boldsymbol\mu=g_I\mu_N\mathbf I$ has the vector potential

$$
\mathbf A=\frac{\mu_0}{4\pi}\frac{\boldsymbol\mu\times\mathbf r}{r^3}
=\frac{\mu_0}{4\pi}\nabla\times\frac{\boldsymbol\mu}{r}.
$$

The electron has charge $-e$, so the term of its kinetic energy linear in $\mathbf A$ is $(e/m)\mathbf A\cdot\mathbf p$, since $\nabla\cdot\mathbf A=0$. Using $(\boldsymbol\mu\times\mathbf r)\cdot\mathbf p=\boldsymbol\mu\cdot(\mathbf r\times\mathbf p)$, $\mathbf r\times\mathbf p=\hbar\mathbf l$ and $e\hbar/m=2\mu_B$, this becomes

$$
H_{\rm orb}=\frac{\mu_0}{4\pi}\,2\mu_B\,\frac{\boldsymbol\mu\cdot\mathbf l}{r^3}.
$$

With $g_s=2$ the spin energy is $2\mu_B\,\mathbf s\cdot\mathbf B$. The field is

$$
\mathbf B=\nabla\times\mathbf A=\frac{\mu_0}{4\pi}
\left[\nabla\left(\nabla\cdot\frac{\boldsymbol\mu}{r}\right)
-\boldsymbol\mu\,\nabla^2\frac1r\right].
$$

Away from the origin the first term gives the dipole field $[3\mathbf n(\mathbf n\cdot\boldsymbol\mu)-\boldsymbol\mu]/r^3$, with $\mathbf n=\mathbf r/r$. At the origin, $\nabla^2(1/r)=-4\pi\delta(\mathbf r)$. The isotropic part of $\partial_i\partial_j(1/r)$ is one third of the Laplacian, so the first term contributes $-\tfrac{4\pi}{3}\boldsymbol\mu\,\delta(\mathbf r)$ and the second $+4\pi\boldsymbol\mu\,\delta(\mathbf r)$. Their sum is $\tfrac{8\pi}{3}\boldsymbol\mu\,\delta(\mathbf r)$.

All three parts share the prefactor $K=(\mu_0/4\pi)\,2\mu_Bg_I\mu_N/h$. After the radial average, the interaction in frequency units is $H=\mathbf I\cdot\mathbf T$, with

$$
\mathbf T=a_l\,\mathbf l+a_{sd}\,\mathbf D+a_c\,\mathbf s,\qquad
\mathbf D=3\mathbf n(\mathbf s\cdot\mathbf n)-\mathbf s .
$$

For a single 2p orbital, $a_l$ and $a_{sd}$ both equal $K\langle r^{-3}\rangle$. This is the equality stated in the problem, and the common value is called $a$.

The contact operator must be summed over all electrons, including the core. In a state with total spin $1/2$ and $M_S=1/2$, the average of $\sum_i s_{z,i}\,\delta(\mathbf r_i)$ is $\tfrac12\rho_s(0)$, where $\rho_s$ is the spin-up minus the spin-down density. The effective operator $a_c\mathbf s$, with $\mathbf s$ now the total spin, gives $\tfrac12a_c$ in the same state. Therefore

$$
a_c=\frac{8\pi}{3}K\rho_s(0).
$$

The parameter sought is this coefficient $a_c$, not its contribution to one of the level constants.

## First estimate by scaling

With equal integrals and no contact term, the two constants are related by a scaling with $J$. Within one level, every vector operator is proportional to $\mathbf J$ (the Wigner–Eckart theorem). Writing $\mathbf T=A\mathbf J$ and taking the scalar product with $\mathbf J$ gives

$$
A(J)=\frac{\langle\mathbf T\cdot\mathbf J\rangle}{J(J+1)} .
$$

For equal integrals and no contact term, $\mathbf T=a(\mathbf l+\mathbf D)$. Two identities are needed. The orbital angular momentum is perpendicular to the position, $\mathbf n\cdot\mathbf l=0$, so

$$
\mathbf D\cdot\mathbf l=3(\mathbf s\cdot\mathbf n)(\mathbf n\cdot\mathbf l)-\mathbf s\cdot\mathbf l=-\mathbf s\cdot\mathbf l .
$$

A spin component along any direction has square $1/4$, so

$$
\mathbf D\cdot\mathbf s=3(\mathbf s\cdot\mathbf n)^2-\mathbf s^2=\tfrac34-\tfrac34=0 .
$$

With $\mathbf J=\mathbf l+\mathbf s$ it follows that

$$
(\mathbf l+\mathbf D)\cdot\mathbf J
=\mathbf l^2+\mathbf l\cdot\mathbf s-\mathbf s\cdot\mathbf l+0=\mathbf l^2=2 .
$$

The numerator is the same for both levels, so the constant scales as $1/[J(J+1)]$:

$$
\frac{A(1/2)}{A(3/2)}=\frac{15/4}{3/4}=5\qquad(a_c=0).
$$

Suppose, as a first approximation, that the large constant $A(1/2)$ is free of contact interaction. The scaling then predicts $A(3/2)=45.9/5=9.18$ MHz. The given value is lower by $12.24$ MHz, and this difference is attributed to the contact term.

To convert it into $a_c$, the projection of $\mathbf s$ on $\mathbf J$ is needed. From $\mathbf l=\mathbf J-\mathbf s$, squared,

$$
\mathbf s\cdot\mathbf J=\tfrac12\left[J(J+1)+\tfrac34-2\right].
$$

For $J=3/2$ this is $5/4$, and division by $15/4$ gives the weight $1/3$. The estimate is therefore

$$
a_c^{(0)}=3\,(-3.06-9.18)\ \text{MHz}\approx-36.7\ \text{MHz}.
$$

The sign is clear, but the contact term has been left out of $A(1/2)$ without justification.

## Exact solution within the model

**Angular weights.** Both levels are now treated with all three terms. For the spin in $J=1/2$, the expression above gives $\mathbf s\cdot\mathbf J=-1/4$, and division by $3/4$ gives the weight $-1/3$. The negative sign means that the spin points on average against $\mathbf J$ in this level.

For the orbital part, $\mathbf s=\mathbf J-\mathbf l$, squared, gives

$$
\mathbf l\cdot\mathbf J=\tfrac12\left[J(J+1)+2-\tfrac34\right],
$$

which is $1$ for $J=1/2$ and $5/2$ for $J=3/2$. Division by $J(J+1)$ gives the weights $4/3$ and $2/3$.

For the dipolar part, the two identities give $\mathbf D\cdot\mathbf J=-\mathbf l\cdot\mathbf s$. Since $\mathbf l\cdot\mathbf s=\tfrac12[J(J+1)-2-\tfrac34]$ equals $-1$ for $J=1/2$ and $+1/2$ for $J=3/2$, the weights are $4/3$ and $-2/15$. Thus

$$
A(1/2)=\tfrac43a_l+\tfrac43a_{sd}-\tfrac13a_c,
$$

$$
A(3/2)=\tfrac23a_l-\tfrac2{15}a_{sd}+\tfrac13a_c .
$$

**Extraction.** Setting $a_l=a_{sd}=a$ reduces these to

$$
A(1/2)=\tfrac83a-\tfrac13a_c,\qquad
A(3/2)=\tfrac8{15}a+\tfrac13a_c .
$$

The contact terms are opposite, so addition removes them:

$$
A(1/2)+A(3/2)=\left(\tfrac{40}{15}+\tfrac8{15}\right)a=\tfrac{16}{5}a,
$$

$$
a=\tfrac5{16}\,[A(1/2)+A(3/2)]=\tfrac5{16}(42.84\ \text{MHz})=13.39\ \text{MHz}.
$$

The second equation gives $a_c=3A(3/2)-\tfrac85a$. Since $\tfrac85\cdot\tfrac5{16}=\tfrac12$,

$$
a_c=3A(3/2)-\tfrac12[A(1/2)+A(3/2)]
=\tfrac12\,[5A(3/2)-A(1/2)],
$$

$$
a_c=\tfrac12(-15.3-45.9)\ \text{MHz}=-30.6\ \text{MHz}.
$$

**Contributions to the levels.** In MHz, the orbital, dipolar and contact parts are

$$
A(1/2)=17.85+17.85+10.20=45.90,
$$

$$
A(3/2)=8.925-1.785-10.200=-3.060 .
$$

The same negative parameter raises $A(1/2)$ and lowers $A(3/2)$, because the spin is projected oppositely on $\mathbf J$ in the two levels. In $J=3/2$ the orbital and dipolar parts already cancel partly, leaving $+7.14$ MHz, and the contact part of $-10.20$ MHz outweighs this remainder.

A negative $a_c$ is not sufficient for a reversal. With $a>0$, the condition $A(3/2)<0$ requires

$$
a_c<-\tfrac85a=-21.4\ \text{MHz},
$$

which the extracted value satisfies.

### Dependence on the assumptions

Two constants cannot determine three parameters. Let $a_{sd}=k\,a_l$. Adding the general equations gives

$$
A(1/2)+A(3/2)=\left(2+\tfrac65k\right)a_l,
$$

because $\tfrac43-\tfrac2{15}=\tfrac65$. The equation for $A(3/2)$ then gives

$$
a_c=3\left[A(3/2)-a_l\left(\tfrac23-\tfrac2{15}k\right)\right].
$$

As an illustration, $k=0.9$ gives $a_c=-32.0$ MHz and $k=1.1$ gives $-29.3$ MHz. A change of 10% in the ratio of the integrals thus changes $a_c$ by about 4 to 5%.

To find where the contact parameter would vanish, set the bracket to zero, insert $a_l$ and multiply by $15(2+\tfrac65k)$:

$$
(30+18k)A(3/2)=(10-2k)\,[A(1/2)+A(3/2)].
$$

Collecting the terms in $k$ gives

$$
k=\frac{5A(1/2)-10A(3/2)}{A(1/2)+10A(3/2)}
=\frac{260.1}{15.3}=17.0 .
$$

The product $a_c(2+\tfrac65k)$ is linear in $k$ and negative at $k=1$, so $a_c$ is negative for all $0\le k<17$. The sign does not rest on exact equality of the integrals; the magnitude does, to the extent shown. In the real atom the integrals are not equal: a full configuration-interaction calculation in a modest basis of s, p and d Gaussians gives $k\approx1.07$, for which the formula above yields $a_c\approx-29.7$ MHz. The value $-30.6$ MHz is therefore the result of the equal-integral model and is about 3% too large in magnitude for lithium.

Two other errors can be estimated, and both are smaller than this sensitivity. If the inputs are uncertain by half a unit in their last digit, $a_c$ changes by at most $0.04$ MHz. The operator $\mathbf T$ also connects the two $J$ levels, which the definition of separate constants ignores. A diagonalization for the nuclear spin $I=3/2$ with a rough fine-structure interval of 10 GHz shifts the constants inferred from the $F=1$–$2$ splitting of $J=1/2$ and the $F=2$–$3$ splitting of $J=3/2$ by $-0.03$ and $-0.05$ MHz. If the given constants had been obtained from these splittings without correction, the effect on $a_c$ would be about $0.1$ MHz. The calculation omits the nuclear quadrupole interaction. Its constant in $J=3/2$ is roughly $B\approx-0.2$ MHz and it adds $B$ to the $F=2$–$3$ splitting, so leaving it uncorrected would change $a_c$ by about $0.2$ MHz, more than the mixing of the levels but still less than the dependence on $k$.

### Origin of the negative sign

A nonrelativistic 2p orbital vanishes at the nucleus, so it gives no contact term of its own. A core with identical spin-up and spin-down 1s orbitals gives none either. In a single determinant with one 1s orbital for each spin, the spin density at the nucleus must therefore come from a difference between these two orbitals. This effect is called core polarization.

In unrestricted Hartree–Fock theory the difference arises from exchange. Let the 2p electron have spin up. The equation for the spin-up 1s orbital then contains the additional term

$$
-\phi_{2p}(\mathbf r)\int\frac{\phi_{2p}(\mathbf r')\phi_{1s}(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r'
$$

in atomic units, with real orbitals. The integral has the same angular dependence as $\phi_{2p}$, and the same sign when the radial functions have no nodes. Division by $\phi_{1s}$ turns the term into an equivalent potential that is zero at the nucleus and attractive away from it, except on the nodal plane of the 2p orbital. This favours an outward displacement of the spin-up 1s electron. The spin-down electron has no such term.

The calculation for the lithium atom agrees with this picture. The mean value of $r^2$ is $0.4488$ bohr$^2$ for the spin-up 1s orbital and $0.4458$ bohr$^2$ for the spin-down one. Their densities at the nucleus are $6.7602$ and $6.7785$ bohr$^{-3}$, so $\rho_s(0)=-0.0183$ bohr$^{-3}$. These values come from a finite Gaussian basis, which has no cusp at the nucleus. At the basis limit of the same equations both densities are about 0.8% higher, $6.817$ and $6.835$ bohr$^{-3}$, and $\rho_s(0)=-0.0184$ bohr$^{-3}$; the mean values of $r^2$ do not change in the digits shown. When 1s–2p exchange is removed from the core equation, the equations for the two 1s orbitals become identical in form, and the spin density vanishes.

The difference is only about 0.3% of the density of one 1s orbital, but it has to be compared with the small $\langle r^{-3}\rangle=0.0586$ bohr$^{-3}$ of the 2p orbital. The prefactor $K$ cancels in the ratio

$$
\frac{a_c}{a}=\frac{8\pi}{3}\frac{\rho_s(0)}{\langle r^{-3}\rangle}\approx-2.6
\quad\text{(unrestricted Hartree–Fock)},
$$

while the extracted parameters give $-30.6/13.39\approx-2.3$. Both lie below the reversal threshold $-8/5$. In this basis the calculated ratio is 14% larger in magnitude than the extracted one, and at the basis limit 15%. Most of the excess lies in the denominator. With $g_I=2.171$, $K=207$ MHz bohr$^3$, and the basis-limit values give $a=12.1$ MHz, 9% below the extracted $13.39$ MHz, and $a_c=-32.0$ MHz, 5% larger in magnitude than the extracted $-30.6$ MHz. The calculation leaves out electron correlation, relativity and d-type distortion of the core, and the excess has not been divided among these causes and the assumption of equal integrals. The departure of the determinant from a pure spin doublet is very small, $\langle S^2\rangle=0.75001$. It supports the mechanism and the scale of the effect, not the last digits of $a_c$.

## Comparison of the estimate and the solution

The scaling estimate was $-36.7$ MHz and the solution is $-30.6$ MHz. The excess of 20% can be traced by inserting the full level formulas into the estimate:

$$
a_c^{(0)}=3\left[A(3/2)-\tfrac15A(1/2)\right]
$$

$$
\phantom{a_c^{(0)}}=3\left[\tfrac8{15}a+\tfrac13a_c-\tfrac8{15}a+\tfrac1{15}a_c\right]=\tfrac65a_c .
$$

The common parameter $a$ cancels, so for equal integrals the estimate is too large in magnitude by 20% whatever the data. The contact term raises $A(1/2)$ by $10.2$ MHz. The estimate assigns this increase to the orbital and dipolar terms, so its prediction for $A(3/2)$ is $9.18$ MHz instead of $7.14$ MHz. The gap to be filled by the contact term is then too wide by $2.04$ MHz, and the factor 3 turns this into the $6.1$ MHz error in $a_c$.

The estimate can be improved by correcting $A(1/2)$ with the current value of $a_c$ before applying the scaling:

$$
a_c^{(n+1)}=3\left[A(3/2)-\tfrac15\left(A(1/2)+\tfrac13a_c^{(n)}\right)\right]
=a_c^{(0)}-\tfrac15a_c^{(n)} .
$$

Starting from $-36.7$ MHz, this gives $-29.4$ and then $-30.8$ MHz. Each step multiplies the remaining error by $-1/5$, so the values approach the solution from alternate sides. The scaling thus gives the sign and the order of magnitude at once, and treating the contact term in both levels removes the 20% error.

## Table of computed values

```
Input A(1/2) = 45.90 MHz
Input A(3/2) = -3.06 MHz
J=0.5: orbital, dipolar, contact weights = 1.333333, 1.333333, -0.333333
J=1.5: orbital, dipolar, contact weights = 0.666667, -0.133333, 0.333333
Sum of A constants = 42.84 MHz
Common parameter a = 13.3875 MHz
Contact parameter a_c = -30.60 MHz
Maximum a_c error from input rounding = 0.0375 MHz
J=0.5: orbital part = 17.850 MHz
J=0.5: dipolar part = 17.850 MHz
J=0.5: non-contact sum = 35.700 MHz
J=0.5: contact part = 10.200 MHz
J=0.5: reconstructed A = 45.900 MHz
J=1.5: orbital part = 8.925 MHz
J=1.5: dipolar part = -1.785 MHz
J=1.5: non-contact sum = 7.140 MHz
J=1.5: contact part = -10.200 MHz
J=1.5: reconstructed A = -3.060 MHz
Sign-reversal threshold for a_c = -21.420 MHz
Extracted a_c/a = -2.2857
k=0.9: a_l = 13.909 MHz, a_c = -31.991 MHz
k=1.1: a_l = 12.904 MHz, a_c = -29.310 MHz
k at which a_c vanishes = 17.000
Rough fine-structure interval used = 10000 MHz
J-mixing shift of apparent A(1/2) = -0.0314 MHz
J-mixing shift of apparent A(3/2) = -0.0465 MHz
Integrated dipole-field coefficient = 8.377580
UHF energy = -7.365070 hartree
UHF 1s spin-up density at nucleus = 6.76022 bohr^-3
UHF 1s spin-down density at nucleus = 6.77851 bohr^-3
UHF spin density at nucleus = -0.01829 bohr^-3
UHF 1s spin-up mean r^2 = 0.448803 bohr^2
UHF 1s spin-down mean r^2 = 0.445827 bohr^2
UHF 2p mean r^-3 = 0.05860 bohr^-3
UHF a_c/a = -2.6150
UHF A(3/2)/a = -0.3383
Spin density without 1s-2p exchange in core equation = 1.4e-11 bohr^-3 (magnitude)
```
